# Dopant evaporation from silicon: from surface-limited to diffusion-limited loss

## Problem

A bare silicon wafer, uniformly doped with phosphorus at concentration $C_0$, is annealed in a gas or vacuum that carries dopant away. Take the silicon as the half-space $x>0$. The dopant diffuses with constant diffusivity $D$, and its evaporation rate per unit area is $hC(0,t)$, where the surface transfer coefficient $h$ has the dimension of a velocity. No dopant returns, the surface does not move, and heating to the anneal temperature is instantaneous.

(a) Find $C(x,t)$.

(b) Find the dose $Q(t)$ lost per unit area, and its early and late forms.

(c) Find a crossover time between surface-limited and diffusion-limited loss. How far does it depend on the criterion chosen, and how wide is the transition?

(d) Evaluate the results for a 30 min anneal at 1373 K with $C_0=10^{18}\ \mathrm{cm^{-3}}$, $D=1.5\times10^{-13}\ \mathrm{cm^2/s}$ and $h=5\times10^{-8}\ \mathrm{cm/s}$. The last two are rough typical values for phosphorus in bare silicon. Which neglected effects matter?

## Hints

1. The flux along $+x$ is $-D\,\partial C/\partial x$. Loss is directed along $-x$, so balance at the surface requires $D\,\partial C/\partial x=hC$ at $x=0$.
2. Look for a combination of $C$ and $\partial C/\partial x$ that vanishes at the surface. It obeys a simpler diffusion problem.
3. To integrate the evaporation rate over time, differentiate the surface concentration first.
4. Each regime has a limiting law for the loss. Ask when the two laws predict the same dose.

## Solution

### (a) The concentration profile

The problem to solve is

$$
\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial x^2},\qquad C(x,0)=C_0,\qquad D\frac{\partial C}{\partial x}\Big|_{0}=hC(0,t),
$$

with $C$ bounded at large $x$. Define

$$
w=C-\frac{D}{h}\frac{\partial C}{\partial x}.
$$

The diffusion equation is linear with constant coefficients, so $\partial C/\partial x$ obeys it too, and therefore so does $w$. The boundary condition says $w(0,t)=0$. Initially $C$ is uniform, so $w(x,0)=C_0$ for $x>0$. The bounded solution with these conditions is

$$
w=C_0\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{Dt}}\right).
$$

To verify it, differentiate:

$$
\frac{\partial w}{\partial x}=\frac{C_0}{\sqrt{\pi Dt}}e^{-x^2/4Dt},\qquad
D\frac{\partial^2 w}{\partial x^2}=-\frac{x}{2t}\frac{C_0}{\sqrt{\pi Dt}}e^{-x^2/4Dt}.
$$

The argument $x/2\sqrt{Dt}$ has time derivative $-x/(4\sqrt D\,t^{3/2})$. Multiplying this by $2C_0e^{-x^2/4Dt}/\sqrt\pi$ gives the same expression for $\partial w/\partial t$.

Now recover $C$. The definition of $w$ is a first-order equation in $x$,

$$
\frac{\partial C}{\partial x}-\frac hD C=-\frac hD w .
$$

Multiplication by $e^{-hx/D}$ turns the left side into the derivative of $e^{-hx/D}C$. Integrate from $x$ to infinity. The upper limit contributes nothing because $C$ is bounded, which excludes the growing solution $e^{hx/D}$. Hence

$$
C(x,t)=\frac hD\int_x^\infty e^{-h(y-x)/D}\,w(y,t)\,dy .
$$

With $r=y-x$, this is a weighted sum of shifted functions $w(x+r,t)$. Each obeys the diffusion equation, so $C$ does as well.

Integrate by parts, using $-e^{-h(y-x)/D}$ as the antiderivative of the exponential factor:

$$
C=w(x,t)+\frac{C_0}{\sqrt{\pi Dt}}\int_x^\infty e^{-h(y-x)/D-y^2/4Dt}\,dy .
$$

Complete the square in the exponent:

$$
\frac{y^2}{4Dt}+\frac{hy}{D}=\left(\frac{y}{2\sqrt{Dt}}+h\sqrt{\frac tD}\right)^2-\frac{h^2t}{D}.
$$

Take the bracket as a new variable $u$, so that $dy=2\sqrt{Dt}\,du$. The prefactor becomes $2C_0/\sqrt\pi$, which is the normalization of the complementary error function. The result is

$$
\boxed{\frac{C}{C_0}=\mathrm{erf}\!\left(\frac{x}{2\sqrt{Dt}}\right)+e^{hx/D+h^2t/D}\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt{Dt}}+h\sqrt{\frac tD}\right)}
$$

For $h\to\infty$ at fixed $t$ the second term vanishes, and the surface is held at zero concentration. For $h\to0$ the two terms add to one, and nothing is lost.

The length $D/h$ has a geometrical meaning. The tangent to the profile at the surface reaches zero at $x=-D/h$, outside the silicon. The surface therefore acts like an extra layer of thickness $D/h$ and diffusivity $D$ that stores no dopant and has zero concentration at its outer face. The flux through such a layer is $D\,C(0,t)/(D/h)=hC(0,t)$.

### (b) The lost dose

Let $\tau=h^2t/D$. At $x=0$ the surface fraction is

$$
s(\tau)=\frac{C(0,t)}{C_0}=e^\tau\,\mathrm{erfc}\sqrt\tau .
$$

Since $dt=(D/h^2)\,d\tau$, the lost dose is

$$
Q=\int_0^t hC(0,t')\,dt'=\frac{C_0D}{h}\int_0^\tau s(\tau')\,d\tau' .
$$

Differentiating the product in $s$ gives

$$
s'=s+e^\tau\left(-\frac{2}{\sqrt\pi}e^{-\tau}\right)\frac{1}{2\sqrt\tau}=s-\frac1{\sqrt{\pi\tau}} .
$$

Thus $s=s'+1/\sqrt{\pi\tau}$, which integrates at once. With $s(0)=1$,

$$
\boxed{Q=\frac{C_0D}{h}\,q(\tau),\qquad q(\tau)=s(\tau)-1+2\sqrt{\frac{\tau}{\pi}}}
$$

**Early times.** Use $e^\tau=1+\tau+\dots$ and $\mathrm{erfc}\sqrt\tau=1-(2/\sqrt\pi)(\sqrt\tau-\tau^{3/2}/3+\dots)$. The two contributions of order $\tau^{3/2}$ combine as $-(2/\sqrt\pi)(1-1/3)$, so

$$
s=1-2\sqrt{\frac\tau\pi}+\tau-\frac{4\tau^{3/2}}{3\sqrt\pi}+\dots,\qquad
q=\tau-\frac{4\tau^{3/2}}{3\sqrt\pi}+\dots
$$

The leading law is $Q\simeq hC_0t$. The surface concentration has hardly fallen, and evaporation sets the rate.

**Late times.** Write $\mathrm{erfc}$ as its defining integral over $u$ and set $u^2=\tau+p$. Then

$$
s=\frac1{\sqrt\pi}\int_0^\infty\frac{e^{-p}}{\sqrt{\tau+p}}\,dp
=\frac1{\sqrt{\pi\tau}}\left(1-\frac1{2\tau}+\dots\right),
$$

where the expansion uses $\int_0^\infty p\,e^{-p}dp=1$. Therefore

$$
q=2\sqrt{\frac\tau\pi}-1+\frac1{\sqrt{\pi\tau}}+\dots,\qquad
Q\simeq 2C_0\sqrt{\frac{Dt}{\pi}}-\frac{C_0D}{h}.
$$

The first term is the loss through a surface held at zero concentration, where supply by diffusion sets the rate. The second is a constant deficit left by the slower start.

The integral for $s$ also shows that $s$ decreases from one and that $s<1/\sqrt{\pi\tau}$. Integrating these two inequalities gives $q<\tau$ and $q<2\sqrt{\tau/\pi}$ for $\tau>0$. Both leading laws are upper bounds on the loss.

### (c) The crossover time

Equate the two leading laws:

$$
hC_0t=2C_0\sqrt{\frac{Dt}{\pi}}
\quad\Rightarrow\quad
\sqrt t=\frac{2\sqrt D}{h\sqrt\pi}
\quad\Rightarrow\quad
\boxed{t_*=\frac{4D}{\pi h^2}}
$$

The scale $D/h^2$ follows from the equations. The factor $4/\pi$ follows from the criterion. If one equates the limiting fluxes, $hC_0=C_0\sqrt{D/\pi t}$, the result is $D/\pi h^2$, four times shorter. A quoted crossover time should therefore name its criterion.

At $t_*$ we have $\tau=4/\pi=1.273$ and $s=0.395$. Also $2\sqrt{\tau/\pi}=4/\pi$, so

$$
q=0.395-1+1.273=0.668 .
$$

The true loss is $0.668/1.273=0.52$ of the value on which the two laws agree. The local exponent of the loss curve is

$$
\frac{d\ln Q}{d\ln t}=\frac{\tau s}{q}=\frac{1.273\times0.395}{0.668}=0.75,
$$

close to midway between the early value 1 and the late value 1/2. This supports $4/\pi$ as a useful convention for the dose, but does not make the transition sharp.

The width can be read from the expansions. Relative to each leading law, the shortfall is about $4\sqrt\tau/(3\sqrt\pi)$ early and $\sqrt\pi/(2\sqrt\tau)$ late. The first grows as $\sqrt t$ and the second falls as $1/\sqrt t$, so both change slowly. Numerical root finding with the full $q(\tau)$ shows that the loss is 90% of the surface-limited law at $\tau=0.0213$, and 90% of the diffusion-limited law at $\tau=68.3$. These times differ by a factor of about 3200.

### (d) Numbers for the anneal

In convenient units, $D=15\ \mathrm{nm^2/s}$ and $h=0.50\ \mathrm{nm/s}$. Thus

$$
\frac Dh=30\ \mathrm{nm},\qquad \frac D{h^2}=60\ \mathrm s,\qquad t_*=\frac4\pi\times60\ \mathrm s=76\ \mathrm s .
$$

The flux criterion would give 19 s, and the surface concentration falls to half at 35 s.

After 1800 s, $\tau=30$ and $s=0.101$. The lost dose corresponds to a thickness of original material

$$
\frac Q{C_0}=30\ \mathrm{nm}\times\left(0.101-1+2\sqrt{30/\pi}\right)=158\ \mathrm{nm},
$$

or $Q=1.58\times10^{13}\ \mathrm{cm^{-2}}$. Doses in the table are in units of $10^{12}\ \mathrm{cm^{-2}}$.

| Time (s) | $Q$ | $hC_0t$ | $2C_0\sqrt{Dt/\pi}$ |
|---:|---:|---:|---:|
| 6 | 0.241 | 0.300 | 1.07 |
| 60 | 1.67 | 3.00 | 3.39 |
| 76.4 | 2.00 | 3.82 | 3.82 |
| 1800 | 15.8 | 90.0 | 18.5 |

Although the anneal lasts about 24 times $t_*$, the diffusion-limited law still overestimates the loss by 17% of the true value. By the formula for $q$, the difference is $(1-s)C_0D/h=2.7\times10^{12}\ \mathrm{cm^{-2}}$: the constant deficit $C_0D/h=3.0\times10^{12}\ \mathrm{cm^{-2}}$, less a small remainder $sC_0D/h$. The 90% mark is reached only after about 4100 s.

**Comparison with a real anneal.** The coefficient $h$ depends on the state of the surface and should be measured for the process in question. An oxide film changes the boundary condition itself, and the result above does not then apply with the bare-surface $h$. For a bare surface, the following changes are relative to the model's loss after 1800 s; the first two come from a finite-volume solution of the modified diffusion equation.

- *Surface recession: +6%.* Silicon also evaporates in vacuum. A rough vapour pressure of $3\times10^{-7}$ Torr, converted to an ideal-gas evaporation flux, gives a recession speed of 0.011 nm/s, or 19 nm in total. The law $hC(0,t)$ is kept for the total dopant flux. The correction is nearly proportional to the pressure: half or twice this value gives +3% or +12%.
- *Built-in field and charged defects: +2%.* With a rough intrinsic carrier density $n_i=10^{19}\ \mathrm{cm^{-3}}$, $C_0/n_i=0.1$. This estimate includes the field and assigns all diffusion to singly negative defects, so that the diffusivity also grows as $n/n_i$, with $n$ the electron density. The charge state is an assumption: the field alone gives +1%, and doubly negative defects, with diffusivity growing as $(n/n_i)^2$, give +3%. The correction is small only because $C_0\ll n_i$; for doping comparable to or above $n_i$ a constant $D$ is not adequate.
- *Temperature 10 K higher: +12%.* This uses rough activation energies of 3.7 eV for $D$ and 2.0 eV for $h$. The crossover time barely moves, from 76 to 75 s, because $D/h^2$ has the small net activation energy $3.7-2\times2.0=-0.3$ eV. This near cancellation depends on the rough value for $h$: with 1.5 or 2.5 eV the crossover moves to 80 or 71 s, while the change in loss stays at 12–13%.

Heating from 873 K at 10 K/s is equivalent to about 4 s at full temperature for $D$ and 7 s for $h$, found by integrating the same activation laws. That is less than 0.5% of 1800 s, but 5–10% of $t_*$. The wafer's finite thickness is unimportant here: $2\sqrt{Dt}=329$ nm, against an assumed 0.5 mm.

## Variation 1: dopant leaves in pairs

Suppose atoms must pair before they desorb, so that the evaporation rate is $hC(0,t)^2/C_0$. The initial rate is still $hC_0$. What happens to the crossover?

The early law remains $Q\simeq hC_0t$. At late times the surface concentration still tends to zero, so the leading flux is again the diffusion-limited one:

$$
\frac{hC(0,t)^2}{C_0}\simeq C_0\sqrt{\frac D{\pi t}}
\quad\Rightarrow\quad
\frac{C(0,t)}{C_0}\simeq\left(\frac{D}{\pi h^2t}\right)^{1/4}.
$$

This does vanish as $t\to\infty$, consistently with the assumption. Both leading laws are unchanged, and so is their intersection $t_*$. The surface concentration, however, now falls as $t^{-1/4}$ instead of $t^{-1/2}$, so the diffusion-limited law is approached more slowly.

For the parameters of part (d), a finite-volume solution gives a loss 23% below that of the linear law at $t_*$, and 22% below it after 1800 s. This exceeds each correction listed above. The order of desorption thus matters even when the crossover time does not reveal it.

## Variation 2: the gas contains dopant

Let the gas be in equilibrium with a silicon surface concentration $C_g$, held constant. The net evaporation rate is then $h[C(0,t)-C_g]$. Find the loss.

Set $v=C-C_g$. Subtracting a constant leaves the diffusion equation unchanged. The new conditions are $v(x,0)=C_0-C_g$ and $D\,\partial v/\partial x=hv$ at the surface. This is the original problem with a different initial value, so

$$
Q=(C_0-C_g)\frac Dh\,q\!\left(\frac{h^2t}{D}\right).
$$

The loss found for $C_g=0$ is multiplied by $1-C_g/C_0$ at every time, while $t_*$ is unchanged. For $C_g=C_0$ there is no net exchange. For $C_g>C_0$, $Q$ is negative and the silicon takes up dopant, with the same passage from surface-limited to diffusion-limited transfer.

All numerical values are calculated from the stated model.
